\section*{Island diffusion by edge hops: two derivations of the inverse-cube law}

\section{Definitions and conventions}

A compact island one atomic layer high contains $N$ atoms, each of area $\Omega=a^2$, where $a$ is the lattice constant. Its radius $R$ is defined by
\begin{equation}
\pi R^2=N\Omega .
\end{equation}
Atoms move along the island edge, and none is exchanged with the terrace, so $N$ is constant. The dynamics is reversible: in equilibrium every move and its reverse occur equally often. The centre of mass $\mathbf X$ has the long-time diffusion coefficient $D$, defined in the plane by
\begin{equation}
\langle|\Delta\mathbf X(t)|^2\rangle\to 4Dt .
\end{equation}

A hop carries one atom through a displacement $\mathbf d$ at a rate $w_{\mathbf d}$ that depends on the configuration. The edge activity is the mean squared hop length per unit time, summed over all possible hops,
\begin{equation}
K=\Big\langle\sum_{\mathbf d}w_{\mathbf d}|\mathbf d|^2\Big\rangle
=\nu a^2\,\frac{2\pi R}{a}.
\label{eq:K}
\end{equation}
The second equality defines $\nu$, the activity per edge length $a$ of the circle in units of $a^2$. For a large island with a statistically uniform edge, $\nu$ does not depend on $R$. The result to be derived is
\begin{equation}
D=\frac{\nu a\Omega^2}{2\pi R^3}=\frac{\nu a^5}{2\pi R^3}.
\label{eq:main}
\end{equation}
It holds for uncorrelated hops. Local correlations change the prefactor but leave the leading power of $R$ intact. Kinks must be plentiful: their spacing must be much smaller than $R$.

\section{First derivation: counting hops}

\subsection{Uncorrelated hops}

Moving one of $N$ equal atoms by $\mathbf d$ moves the centre of mass by $\mathbf d/N$. If successive displacements are uncorrelated and have zero mean, the cross terms in $|\Delta\mathbf X|^2$ average to zero and the squares add:
\begin{equation}
\langle|\Delta\mathbf X|^2\rangle=\frac{Kt}{N^2}
\quad\Rightarrow\quad D_0=\frac{K}{4N^2}.
\end{equation}
Inserting \eqref{eq:K} and $N=\pi R^2/\Omega$ gives
\begin{equation}
D_0=\frac{2\pi R\,\nu a}{4}\,\frac{\Omega^2}{\pi^2R^4}
=\frac{\nu a\Omega^2}{2\pi R^3}.
\end{equation}
The number of events grows as $R$, while the squared effect of each event falls as $R^{-4}$. Their product is the inverse cube.

\subsection{What correlations do}

Real hops need not be independent, because an atom that has just left a favourable site may return to it. Let
\begin{equation}
\mathbf v=\frac1N\sum_{\mathbf d}w_{\mathbf d}\,\mathbf d
\end{equation}
be the mean velocity of the centre of mass in a given configuration. Subtract the accumulated drift from the displacement:
\begin{equation}
\mathbf M(t)=\Delta\mathbf X(t)-\mathbf I(t),\qquad
\mathbf I(t)=\int_0^t\mathbf v(t')\,dt'.
\end{equation}
Whatever the past, the next increment of $\mathbf M$ has zero mean. Its increments are therefore uncorrelated, and $\langle|\mathbf M|^2\rangle=Kt/N^2$. Expanding the square,
\begin{equation}
\frac{Kt}{N^2}=\langle|\Delta\mathbf X|^2\rangle
-2\langle\Delta\mathbf X\cdot\mathbf I\rangle+\langle|\mathbf I|^2\rangle .
\end{equation}
If a trajectory is run backwards, $\Delta\mathbf X$ changes sign. The integral $\mathbf I$ does not, since $\mathbf v$ depends on the configuration alone. In reversible equilibrium both trajectories are equally probable, so the middle term vanishes. At long times $\langle|\mathbf I|^2\rangle\to2t\int_0^\infty\langle\mathbf v(0)\cdot\mathbf v(t')\rangle dt'$, provided the integral converges. Division by $4t$ gives
\begin{equation}
D=D_0-\frac12\int_0^\infty\langle\mathbf v(0)\cdot\mathbf v(t)\rangle\,dt .
\label{eq:memory}
\end{equation}
Because $\langle|\mathbf I|^2\rangle\ge0$, the independent-hop value $D_0$ is an upper bound.

The drift is a sum of edge contributions, $\mathbf v=N^{-1}\sum_i\mathbf u_i$. Suppose that the correlations of $\mathbf u_i$, integrated over time and summed over the other sites, converge within a distance much smaller than $R$. The double sum is then proportional to the number of edge sites. The subtraction in \eqref{eq:memory} scales as $R/N^2$, just as $D_0$ does, and only an effective $\nu$ changes. At this stage locality is an assumption; the second derivation examines it for capillary forces.

\subsection{The activity when kinks are present}

A simple edge model gives $\nu$ explicitly. A kink emits an atom onto the straight edge at rate $w$ to either side. The atom hops left or right at rate $\nu_0$ in each direction until a kink absorbs it. Edge atoms are dilute and do not meet, and kinks present no extra barrier. Displacements are counted along the edge only. The sideways step of one atom between rows is neglected, which is accurate for wide gaps and approximate for gaps of a few sites.

Let the next kink be $g$ sites away, and let $p_k$ be the probability that an atom at site $k$ reaches it before returning to site $0$. Equal hop rates give
\begin{equation}
p_k=\tfrac12(p_{k-1}+p_{k+1}),\qquad p_0=0,\quad p_g=1,
\end{equation}
so $p_k$ is linear, $p_k=k/g$. The emitted atom starts at $k=1$ and succeeds with probability $1/g$. Transfers start from both ends of the gap, and each has squared length $g^2a^2$. The squared transfer per unit time is
\begin{equation}
2w\,\frac1g\,g^2a^2=2wg\,a^2 .
\end{equation}
A gap of $g$ sites therefore contributes $2wa^2$ per site for any $g$. Wide gaps have rarer transfers, but longer ones. Absorption probabilities solved numerically for a random set of gaps gave $2.000000$ for this coefficient.

Successive transfers also have no mean bias. Emission to the right gives a mean displacement $(1/g)ga=a$, and emission to the left gives $-a$, even if the two gaps differ. On a curved edge the displacement is a chord, whose squared length differs from that of the arc by a relative amount $(ga/R)^2/12$ at leading order. This is negligible for $ga\ll R$.

In equilibrium the site beside a kink is occupied with probability $c=e^{-E/kT}$, where $E$ is the energy needed to move an atom from a kink to the straight edge. Balancing emission against absorption gives $w=\nu_0c$ for $g\ge2$. For $g=1$ the atom passes directly from kink to kink at no cost in energy, so balance does not fix the rate, and using the same $w$ is an assumption about the barrier. With this assumption,
\begin{equation}
\nu=2\nu_0c .
\label{eq:nu}
\end{equation}

\subsection{When kink creation limits the motion}

The kink density disappears from \eqref{eq:nu}, but kinks must exist. Consider a nearly straight edge on which neighbouring columns differ in height by $h$ at energy cost $\varepsilon|h|$. With $x=e^{-\varepsilon/kT}$, the normalizing sum is
\begin{equation}
\sum_{h=-\infty}^{\infty}x^{|h|}=1+\frac{2x}{1-x}=\frac{1+x}{1-x}.
\end{equation}
The probability of a step between two columns is one minus the probability of $h=0$:
\begin{equation}
P=1-\frac{1-x}{1+x}=\frac{2x}{1+x}.
\label{eq:P}
\end{equation}
The condition for \eqref{eq:main} is $a/P\ll R$. If instead the sides are straight over lengths comparable with $R$, lasting motion requires a new row to be nucleated on a side. Atoms may still leave the corners often, but a lone atom on a side usually returns, and a new row survives only if others join it in time. When edge atoms are rare, most moves are therefore undone, and the memory term can cancel much of $D_0$. The bound $D\le D_0$ survives, while the locality behind the inverse cube can no longer be assumed.

\section{Second derivation: a fluctuating continuous edge}

\subsection{From edge current to island motion}

Let $s$ be arc length measured counterclockwise, $\mathbf t$ the unit tangent, $\mathbf n$ the outward normal and $\kappa$ the curvature, positive for a circle, so that $d\mathbf t/ds=-\kappa\mathbf n$. The number current of atoms along the edge is
\begin{equation}
j=-\frac{\Gamma}{kT}\,\partial_s\mu+\zeta,\qquad
\langle\zeta(s,t)\zeta(s',t')\rangle=2\Gamma\,\delta(s-s')\delta(t-t').
\label{eq:current}
\end{equation}
The same $\Gamma$ appears in both terms, so that the noise and the response lead to thermal equilibrium. The chemical potential is $\mu=\Omega\gamma\kappa$, with an isotropic edge free energy $\gamma$ per length.

Conservation of atoms gives the normal velocity $v_n=-\Omega\,\partial_sj$. At fixed area $A=N\Omega$ the centre of mass moves at
\begin{align}
\mathbf V&=\frac1A\oint\mathbf x\,v_n\,ds
=-\frac{\Omega}{A}\oint\mathbf x\,\partial_sj\,ds\nonumber\\
&=\frac{\Omega}{A}\oint j\,\mathbf t\,ds=\frac1N\oint j\,\mathbf t\,ds .
\label{eq:V}
\end{align}
The second line follows by integration by parts on a closed curve, with $\partial_s\mathbf x=\mathbf t$.

Consider the noise first. Since $\mathbf t\cdot\mathbf t=1$, its contribution over a time $t$ is
\begin{equation}
\langle|\Delta\mathbf X|^2\rangle=\frac{2\Gamma t}{N^2}\oint ds
=\frac{2\Gamma Lt}{N^2}
\quad\Rightarrow\quad D_0=\frac{\Gamma L}{2N^2}.
\end{equation}
For a circle, $L=2\pi R$ and
\begin{equation}
D_0=\frac{\pi R\Gamma\,\Omega^2}{\pi^2R^4}=\frac{\Gamma\Omega^2}{\pi R^3}.
\label{eq:cont}
\end{equation}
To relate $\Gamma$ to hops, note that $\oint j\,ds$ adds the hop lengths per unit time. For independent hops its variance per time is $\nu a^2L/a=\nu aL$, and the noise gives $2\Gamma L$. Thus $\Gamma=\nu a/2$, which turns \eqref{eq:cont} into \eqref{eq:main}.

\subsection{No restoring force at linear order}

The deterministic current could oppose the motion. For a slightly deformed circle $r=R+\sum_n\delta_ne^{in\theta}$, the curvature has the components
\begin{equation}
\kappa_n=\frac{(n^2-1)\delta_n}{R^2}\qquad(n\ne0).
\end{equation}
The deterministic normal velocity is $(\Gamma\Omega^2\gamma/kT)\partial_s^2\kappa$, and $\partial_s^2$ gives $-n^2/R^2$. Hence
\begin{equation}
\dot\delta_n=-\lambda_n\delta_n,\qquad
\lambda_n=\frac{\Gamma\Omega^2\gamma}{kT\,R^4}\,n^2(n^2-1).
\end{equation}
The mode $n=1$ is a translation and has $\lambda_1=0$. Its noise accumulates without limit, whereas shape modes with $n\ge2$ relax.

At second order a drift does appear. The deterministic part of \eqref{eq:V} is
\begin{align}
\mathbf V_{\rm det}&=-\frac{\Gamma\Omega\gamma}{NkT}\oint\mathbf t\,\partial_s\kappa\,ds
=\frac{\Gamma\Omega\gamma}{NkT}\oint\kappa\,\partial_s\mathbf t\,ds\nonumber\\
&=-\frac{\Gamma\Omega\gamma}{NkT}\oint\kappa^2\mathbf n\,ds
=-\frac{\Gamma\Omega\gamma}{NkT}\oint\Big(\kappa-\frac1R\Big)^2\mathbf n\,ds .
\label{eq:drift}
\end{align}
The last step uses $\oint\kappa\mathbf n\,ds=-\oint d\mathbf t=0$ and $\oint\mathbf n\,ds=0$. For one strongly deformed test curve, direct displacement of the edge and the curvature integral both gave a drift of magnitude $0.119160$ in scaled units.

\subsection{The memory is local}

To evaluate \eqref{eq:memory} for this drift, the equilibrium shape fluctuations are needed. To second order, fixed area requires $2\pi\delta_0=-(1/2R)\oint\delta^2d\theta$, where $\delta$ contains the modes $n\ne0$. The excess edge length is therefore
\begin{equation}
\Delta L=\frac1{2R}\oint(\delta'^2-\delta^2)\,d\theta
=\frac{2\pi}{R}\sum_{n\ge2}(n^2-1)|\delta_n|^2 .
\end{equation}
The energy is $\gamma\Delta L$, and each complex mode has a Gaussian distribution with mean energy $kT$. With modes from $2$ to $m$,
\begin{equation}
\langle\Delta L\rangle=(m-1)\frac{kT}{\gamma},\qquad
\langle|\kappa_n|^2\rangle=\frac{kT\,p_n}{2\pi\gamma R^3},\qquad p_n=n^2-1 .
\end{equation}
Write the drift as a complex number, with $\mathbf n\to e^{i\theta}$ at leading order. The integral in \eqref{eq:drift} becomes $2\pi R\sum_n\kappa_n\kappa_{-1-n}$. Gaussian averaging pairs each product with its conjugate in two ways, and the pair $(n,n+1)$ decays at rate $\lambda_n+\lambda_{n+1}$. Time integration gives
\begin{align}
\frac12\int_0^\infty\!\langle\mathbf V_{\rm det}(0)\cdot\mathbf V_{\rm det}(t)\rangle dt
&=\Big(\frac{2\pi R\,\Gamma\Omega\gamma}{NkT}\Big)^2
\sum_n\frac{\langle|\kappa_n|^2\rangle\langle|\kappa_{n+1}|^2\rangle}{\lambda_n+\lambda_{n+1}}
\nonumber\\
&=\frac{\Gamma kT}{\gamma N^2}\,S(m),\\
S(m)&=2\sum_{n=2}^{m-1}\frac{p_np_{n+1}}{n^2p_n+(n+1)^2p_{n+1}} .
\end{align}
The factor $2$ in $S$ counts positive and negative $n$. For large $n$ each fraction tends to $1/2$, so $S$ grows by one per added mode.

The longer edge also carries more noise, which raises $D_0$ by $\Gamma\langle\Delta L\rangle/(2N^2)$. The two corrections together are
\begin{equation}
\frac{\Gamma kT}{\gamma N^2}\Big[\frac{m-1}2-S(m)\Big]
\simeq\frac{\Gamma kT}{\gamma N^2}\Big[-\frac m2+b\Big],\qquad b\approx2.9 .
\end{equation}
The shortest wavelength is set by the lattice, so $m=qR$ with a fixed cutoff wave number $q$ of order $1/a$. Dividing by $\pi R\Gamma/N^2$, the value for a smooth circle, gives
\begin{equation}
D=\frac{\Gamma\Omega^2}{\pi R^3}
\Big[1-\frac{kT\,q}{2\pi\gamma}+\frac{b\,kT}{\pi\gamma R}\Big].
\label{eq:corrected}
\end{equation}
The first correction is independent of $R$ and rescales $\Gamma$. The second vanishes for large islands.

The sign and size of the first correction have a direct meaning. A current that varies slowly along the island must follow every bend of a rough edge. Resistances in series add along the true length, so the effective mobility per smooth length is $\Gamma\,2\pi R/L\simeq\Gamma(1-\langle\Delta L\rangle/2\pi R)$. This gives the same loss of one half per mode.

Equation \eqref{eq:corrected} is a leading-order expansion in $kTq/\gamma$. On an edge with many kinks and $q$ near $1/a$ this quantity can be of order one, and the formula then does not give a reliable size for the correction. Its coefficient $b$ is not the full $1/R$ correction of a lattice island: $\Gamma$ may depend on curvature, and a shift of $m$ by a constant changes $b$. The extra drift that arises because the noise depends on the shape has also been dropped. It lacks the factor $\gamma/kT$ of $\mathbf V_{\rm det}$ and so belongs to higher order.

\section{What each derivation assumes}

Counting hops requires no edge free energy and no smooth curve. It gives the absolute prefactor from microscopic rates and a bound valid for reversible hopping at fixed $N$ with rates that depend on the configuration alone. Hops that tend to repeat the direction of the previous hop can exceed it. To obtain the long-time $D$ it needs either vanishing drift, as in the dilute kink model, or local correlations.

The continuum derivation assumes a rough edge with isotropic $\gamma$, a local linear current law and weak fluctuations. In return it shows why the translation mode is free and why capillary memory changes only the prefactor at leading order. It cannot supply $\Gamma$, and it fails on a facet, where $\mu$ is not a smooth function of local curvature.

A lattice simulation relies on neither approximation. Atoms on a square lattice, with a nearest-neighbour bond energy of $2.6\,kT$, attempted hops to each of the eight surrounding sites at rate $\nu_0$. The rates of single moves obeyed detailed balance, and every move had to keep the island connected and free of holes. Distant atoms were updated in the same step, which only approximates moving them one at a time; the resulting error was not measured. For $N=100$ and $400$, the simulation gave $D/(a^2\nu_0)=3.17\times10^{-4}$ and $4.03\times10^{-5}$. As $R$ doubles between them, the exponent is
\begin{equation}
\frac{\ln(3.17\times10^{-4}/4.03\times10^{-5})}{\ln2}=2.98\pm0.06,
\end{equation}
where the uncertainty is statistical. The activity was $\nu=0.58\,\nu_0$ and $0.61\,\nu_0$, about four times $2\nu_0e^{-2.6}=0.15\,\nu_0$. This model includes diagonal hops and accepts moves that cost no energy at the full rate, so it does not test \eqref{eq:nu}. The ratio $D/D_0$ was $0.62$ and $0.60$. Within the time window used, $23.4/\nu_0$, correlations thus removed about $40\%$ of the independent-hop value at both sizes, with little effect on the exponent. These are not yet long-time values. The islands started as discs and were equilibrated for about $70/\nu_0$, which is too short for the slowest shape modes to relax: with $\gamma\approx0.74\,kT/a$ for a straight edge and $\Gamma\approx0.18\,\nu_0a$, the time $1/\lambda_2$ is roughly $600/\nu_0$ for $N=100$ and $10^4/\nu_0$ for $N=400$. In reversible equilibrium $\langle\mathbf v(0)\cdot\mathbf v(t)\rangle$ is never negative, so for equilibrated islands a longer window can only lower the measured $D$. More shape modes are slower than the window on the larger island, so the loss need not be equal at the two sizes, and the exponent can shift by more than its statistical uncertainty. The simulation therefore supports the inverse cube at short times; the long-time exponent was not measured.

The law changes if atoms are exchanged with the terrace. Let attachments and detachments occur independently at a total rate $k_e$ per edge site, with $N$ constant on average. Each event moves the centre of mass by about $R/N$, not $a/N$, and
\begin{equation}
D_e=\frac{1}{4}\,\frac{2\pi Rk_e}{a}\,\frac{R^2}{N^2}
=\frac{k_ea^3}{2\pi R}.
\end{equation}
The ratio to \eqref{eq:main} is $D_e/D=k_eR^2/(\nu a^2)$. Edge hops dominate for $R\ll a\sqrt{\nu/k_e}$. Both results need independent events. If a detached atom diffuses on the terrace and reattaches without a barrier, it usually lands nearby. Its mean squared displacement is then about $2Ra$ instead of $2R^2$, and $D_e$ falls as $R^{-2}$.

\section{Worked example}

Take $a=0.3$ nm, $T=400$ K, an attempt frequency of $10^{13}$ s$^{-1}$, a hop barrier of $0.4$ eV, $E=0.3$ eV and $\varepsilon=0.05$ eV. With $kT=0.03447$ eV,
\begin{align}
\nu_0&=10^{13}e^{-0.4/0.03447}\ {\rm s^{-1}}=9.13\times10^7\ {\rm s^{-1}},\\
c&=e^{-0.3/0.03447}=1.66\times10^{-4},\\
\nu&=2\nu_0c=3.03\times10^4\ {\rm s^{-1}} .
\end{align}
For kinks that do not interact, equation \eqref{eq:P} gives $P=0.38$ and a kink spacing of $0.79$ nm, well below the radii considered. The energies $E$ and $\varepsilon$ are separate inputs here. An atom on a straight edge is a pair of opposite kinks, which in the column model alone would cost $E=2\varepsilon=0.1$ eV. The example therefore assumes that opposite kinks on neighbouring links repel each other by a further $0.2$ eV. This repulsion lowers $P$, but only to a limited extent. A link between columns whose two neighbouring links are flat still carries a step with probability $0.38$, so any three successive links contain a step with at least that probability. Hence $P\ge0.38/3$, and the spacing is at most $3\times0.79\approx2.4$ nm. This bound is well below radii of $10$ and $20$ nm, but it is about half of $5$ nm, so it does not by itself secure the formula for the smallest island. The transfer matrix of this column model gives $P=0.30$ and a spacing of $1.0$ nm. For $R=10$ nm, or about $3500$ atoms,
\begin{equation}
D=\frac{3.03\times10^4\times0.3^5}{2\pi\times10^3}\ {\rm nm^2\,s^{-1}}
=1.17\times10^{-2}\ {\rm nm^2\,s^{-1}},
\end{equation}
or $1.17\times10^{-20}$ m$^2$\,s$^{-1}$. This is the independent-hop value of the dilute kink model. Correlations between hops would lower it, while direct moves between neighbouring kinks at a rate above $w$ would raise the activity. With this value, the root-mean-square displacement equals the radius after
\begin{equation}
\frac{R^2}{4D}=\frac{100}{4\times0.0117}\ {\rm s}\approx2.1\times10^3\ {\rm s}.
\end{equation}
This time scales as $R^5$. It is $67$ s at $R=5$ nm and $6.8\times10^4$ s, about $19$ hours, at $20$ nm. The remaining values are in the numerical output.

For islands on metal surfaces, a lattice constant near $0.3$ nm and edge barriers of some tenths of an electronvolt are reasonable magnitudes, but the parameters describe no particular metal. The short kink spacing rests on the assumed repulsion. Without it, $E=0.3$ eV implies $\varepsilon=0.15$ eV, equation \eqref{eq:P} gives a spacing of $12$ nm at $400$ K, and the condition $a/P\ll R$ fails for these radii. The prefactor is sensitive to them: raising $E$ by $0.1$ eV at $400$ K multiplies $D$ by $e^{-0.1/0.03447}\approx0.055$. Real edges can also break the assumption of barrier-free kinks. Suppose that one link in each gap has an additional barrier $B$, and that all gaps have $g$ sites. Links act as resistances in series, so the total changes from $g$ to $g-1+e^{B/kT}$ in units of an ordinary link. For $B=0.1$ eV and the spacing of non-interacting kinks, $g=0.79/0.3\approx2.6$, $D$ falls by a factor of about $7.5$. The inverse cube remains in this estimate, because the added resistance per edge length does not depend on $R$. A fixed number of slow links behaves differently. Four corners with barrier $B$ divide $D$ by $1+4(e^{B/kT}-1)a/2\pi R$, which lowers the apparent exponent between $5$ and $20$ nm to about $2.7$--$2.8$ for $B=0.1$ eV and $2.1$--$2.2$ for $B=0.2$ eV.

\section*{Computed results}
\begin{verbatim}
kink transport: squared transfer/(w a^2) per site = 2.000000
mode rates n=1..5 (units Gamma Omega^2 gamma/(kT R^4)): 0.000 12.000 72.000 240.000 600.000
centroid drift, moved curve (R=1 units): 0.119160
centroid drift, curvature identity     : 0.119160
excess length/(kT/gamma), modes 2-8: sampled 6.989, formula 7
drift variance/tau^2: sampled 24414, formula 24192
memory sum per added mode: 1.00000
net correction per added mode: -0.50000
bounded part of net correction: 2.893
lattice simulation: bond energy/kT = 2.6
lattice kink probability per site (straight-edge estimate) = 0.428
N = 100: R/a = 5.642, window*nu0 = 23.44
  D/(a^2 nu0) = 3.170e-04, relative error 0.026
  nu/nu0 = 0.5769, D/D0 = 0.620
N = 400: R/a = 11.284, window*nu0 = 23.44
  D/(a^2 nu0) = 4.030e-05, relative error 0.031
  nu/nu0 = 0.6074, D/D0 = 0.599
measured exponent of 1/R = 2.98 +- 0.06
example: a = 0.3 nm, T = 400 K, kT = 0.03447 eV
attempt frequency = 1.0e+13 1/s, hop barrier = 0.4 eV
edge-atom formation energy = 0.3 eV, kink energy = 0.05 eV
hop rate nu0 = 9.125e+07 1/s, occupation c = 1.660e-04
nu = 3.030e+04 1/s
kink probability = 0.380, kink spacing = 0.790 nm
R = 5 nm: N = 873, D = 9.374e-02 nm^2/s, R^2/(4D) = 6.667e+01 s
R = 10 nm: N = 3491, D = 1.172e-02 nm^2/s, R^2/(4D) = 2.134e+03 s
R = 20 nm: N = 13963, D = 1.465e-03 nm^2/s, R^2/(4D) = 6.827e+04 s
\end{verbatim}
